# Why semilocal frontier levels of fluorine lie near -(I + A)/2

## A level 7 eV away from the ionization energy

In PBE the highest occupied level of the fluorine atom lies at $-10.23$ eV. Removing an electron costs 17.26 eV by coupled cluster, so minus the level misses the ionization energy by 7.03 eV. LDA gives $-10.45$ eV and misses by 6.82 eV. Yet the PBE total energies give an ionization energy of 17.84 eV, which is too large by only 0.58 eV (with the spherical densities described below). The level is instead close to $-(I+A)/2=-10.29$ eV, where $I$ is the ionization energy and $A$ the electron affinity:

$$I=E(Z-1)-E(Z),\qquad A=E(Z)-E(Z+1).$$

Here $E(N)$ is the ground-state energy with $N$ electrons and nuclear charge $Z$. Formulas are in atomic units, numbers in eV, and potentials vanish at infinity.

The reference values, $I=17.26$ and $A=3.31$ eV, come from frozen-core UCCSD(T) in the aug-cc-pVTZ basis. They leave out core correlation, relativity, higher excitations and the remaining basis error. At the MP2 level, going to aug-cc-pVQZ raises $I$ by 0.08 eV and $A$ by 0.07 eV, so the reference mean is uncertain by about 0.1 eV.

The Kohn-Sham calculations use spherical densities: the electrons in the 2p shell of each spin are shared equally among its three orbitals. In fluorine 2p up is full, and 2p down holds $N-7$ electrons. The same shell is therefore emptied below $N=9$ and filled above it, and the argument depends on this.

## What the exact potential does

At fractional $N$ the ground state is the lowest-energy mixture of integer-electron states with mean number $N$. If the integer energies are convex, the mixture contains only the two neighbouring integers. For $0\le\omega\le1$,

$$E(Z-1+\omega)=(1-\omega)E(Z-1)+\omega E(Z),$$

whose slope is $E(Z)-E(Z-1)=-I$. On the next segment the slope is $E(Z+1)-E(Z)=-A$.

Slopes are connected to levels by Janak's theorem. Write the energy with orbitals $\phi_i$ and occupations $f_i$ as

$$E=\sum_i f_i\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle+\int v\,n\,d^3r+E_{\rm Hxc}[n_\uparrow,n_\downarrow],$$

with $n_\sigma=\sum_{i\in\sigma}f_i|\phi_i|^2$ and $n=n_\uparrow+n_\downarrow$. Differentiation with respect to $f_i$ at fixed orbitals gives $\langle\phi_i|h_\sigma|\phi_i\rangle=\varepsilon_i$, where $h_\sigma$ is the Kohn-Sham Hamiltonian. The change of the orbitals adds

$$\sum_j f_j\left(\langle\partial\phi_j|h|\phi_j\rangle+\langle\phi_j|h|\partial\phi_j\rangle\right)=\sum_j f_j\varepsilon_j\,\partial\langle\phi_j|\phi_j\rangle=0,$$

because the orbitals stay normalized. Hence $\partial E/\partial f_i=\varepsilon_i$. An added charge $dN$ puts $dN/3$ into each of three degenerate orbitals, so that $dE/dN=3\cdot\varepsilon/3=\varepsilon$.

The exact 2p down level is thus $-I$ just below $N=Z$ and $-A$ just above. The density hardly changes between these two points, so where it is finite the two down-spin potentials can differ only by a constant. Since the same shell is active on both sides, that constant equals the rise of the level, $-A-(-I)=I-A$. This is the derivative discontinuity for such a shell.

## What a continuous potential does instead

LDA and PBE potentials follow the density continuously and cannot jump. With one active shell the left and right slopes of $E(N)$ are then equal. This does not prevent the total energies at integer $N$ from being good. Integrating Janak's theorem over both segments gives

$$\frac12\int_{Z-1}^{Z+1}\varepsilon(N)\,dN=\frac{E(Z+1)-E(Z-1)}{2}=\frac{-A-I}{2}.\tag{1}$$

The last step inserts $E(Z)$ and subtracts it again. The exact level, a step from $-I$ to $-A$, has the same mean if the end energies agree. In this sense the continuous potential averages over the discontinuity: it replaces the step by a ramp of equal area.

Equation (1) fixes the mean of the ramp. Its value at the centre follows from a Taylor expansion about $N=Z$, with primes denoting derivatives with respect to $N$ and $E'=\varepsilon$:

$$E(Z\pm1)=E(Z)\pm\varepsilon+\frac{E''}{2}\pm\frac{E'''}{6}+\frac{E''''}{24}\pm\dots$$

Subtracting $E(Z)$ from the lower-sign line gives $I$. Subtracting the upper-sign line from $E(Z)$ gives $A$:

$$I=-\varepsilon+\frac{E''}{2}-\frac{E'''}{6}+\frac{E''''}{24}-\dots,$$

$$A=-\varepsilon-\frac{E''}{2}-\frac{E'''}{6}-\frac{E''''}{24}-\dots$$

The even derivatives cancel in the sum and the odd ones in the difference:

$$\varepsilon(Z)=-\frac{I+A}{2}-\frac{E'''}{6}-\dots,\qquad I-A=E''+\frac{E''''}{12}+\dots\tag{2}$$

The large curvature $E''$ separates $I$ from $A$ but does not move the level away from their mean. If the curvature and all higher derivatives vanished, $I$ and $A$ would both equal $-\varepsilon$. A continuous potential can therefore give different $I$ and $A$ for this shell only through a curved $E(N)$.

The source of the curvature can be seen by holding the orbitals fixed; their relaxation then reduces it. If $\rho$ is the density of one electron spread over the active shell, then

$$\left.\frac{d\varepsilon}{dN}\right|_{\phi}=\iint\rho(\mathbf r)\left[\frac{1}{|\mathbf r-\mathbf r'|}+\frac{\delta^2E_{\rm xc}}{\delta n_\downarrow(\mathbf r)\,\delta n_\downarrow(\mathbf r')}\right]\rho(\mathbf r')\,d^3r\,d^3r'.$$

The first term is the repulsion of the added charge with itself. When the exchange-correlation term and orbital relaxation do not cancel it, the level rises as the shell fills.

## How large the effects are in fluorine

For LDA the energies at $N=8$, 9 and 10 are $-2678.847$, $-2696.906$ and $-2701.024$ eV. Their differences give $I=18.06$ and $A=4.12$ eV, hence $-(I+A)/2=-11.089$ eV. Gauss quadrature of the level over $N=8$ to 10 also gives $-11.089$ eV, a test of equation (1) in which the two sides come from different quantities.

The slopes of the total energy at $N=9$, taken separately from the left and the right, are both $-10.442$ eV. The level is $-10.445$ eV. The difference of 0.003 eV is accounted for by the three-point slope formula, whose leading error is $-h^2E'''/3$: with $h=0.05$ and $E'''\approx-3.9$ eV it is $+0.003$ eV on either side.

The ramp is steep. The LDA level rises from $-26.190$ eV at $N=8$ through $-10.445$ eV at $N=9$ to $+1.417$ eV at $N=10$. Its slope at the centre is 14.08 eV per electron, against $I-A=13.94$ eV, as equation (2) leads one to expect.

The two rises, 15.745 and 11.862 eV, are unequal, so the ramp bends downwards. Simpson's rule for the mean in equation (1) turns this bend into an offset:

$$-\frac{I+A}{2}-\varepsilon(Z)\approx\frac{\varepsilon(Z-1)+4\varepsilon(Z)+\varepsilon(Z+1)}{6}-\varepsilon(Z)=\frac{\varepsilon(Z-1)-2\varepsilon(Z)+\varepsilon(Z+1)}{6}.$$

The numerator is $-26.190+20.890+1.417=-3.883$ eV, which gives $-0.647$ eV. The offset from total energies is $-0.644$ eV. PBE has the same offset in this basis. The digits that involve the anion depend on the basis: in a denser, more diffuse one, $I$ and the levels at $N=8$ and 9 move by about 0.002 eV or less, but the LDA level at $N=10$ falls to 1.17 eV and $A$ rises by 0.04 eV. The offset then becomes $-0.66$ eV ($-0.67$ eV in PBE) and the Simpson estimate $-0.69$ eV. The calculation does not identify the cause of the bend.

The agreement with the reference is closer than the argument alone can promise. The LDA level lies 0.64 eV above LDA's own $-(I+A)/2$, which in turn lies 0.80 eV below the reference mean. The sum is $-0.16$ eV. For PBE the two contributions are $+0.64$ and $-0.59$ eV, and the level ends 0.05 eV above the reference mean. Two errors of more than half an electronvolt nearly cancel, so the 0.05 eV is no measure of the accuracy of the rule. A fairer figure for this atom is the offset of 0.6 eV, about 9% of $(I-A)/2$.

## The same result seen in the potential

Halfway between the two exact potentials, the interior potential is higher by $(I-A)/2$ than the one just below $N=Z$. A constant shift moves the level by the same amount, to

$$-I+\frac{I-A}{2}=-\frac{I+A}{2}.$$

The reference value of $(I-A)/2$ is 6.98 eV. The levels lie above $-I$ by 6.82 eV in LDA and 7.03 eV in PBE. This supports an upward shift of about 7 eV as felt by the 2p shell. It does not show that the shift is uniform in space. It cannot persist to infinity, where both the semilocal potential and the exact one below $N=Z$ vanish.

## Where the rule needs care

**The anion.** The level at $N=10$ is positive: 1.417 eV in LDA and 1.627 eV in PBE. The last fraction of an electron is held by the finite basis. In a complete basis it would escape, because charge in a positive level costs energy while charge far away does not. If the escaped charge had zero energy, the total would tend to $E(N_c)$, with $\varepsilon(N_c)=0$. In LDA the basis used here gives $N_c=9.855$, and the triangle under the level gives a gain of about $\frac12(10-9.855)(1.417)=0.10$ eV. The computed affinity rises accordingly from 4.12 to 4.22 eV. The mean $-(I+A)/2$ moves by 0.05 eV in LDA and 0.07 eV in PBE. This is an underestimate. In a semilocal functional a detached fraction $q$ of an electron binds itself, since its exchange energy scales as $q^{4/3}$ and its Hartree energy as $q^2$. This lowers the energy by a further 0.03 to 0.05 eV or more, and the escape stops at a slightly negative level. With this and a more diffuse basis the mean moves by about 0.1 eV, still too little to affect the explanation.

**A different shell on each side.** An open shell is not sufficient. Nitrogen has a full 2p up shell and an empty 2p down shell, so an electron leaves one and enters the other. The LDA slopes at $N=7$ are $-8.39$ eV on the left and $-4.37$ eV on the right, equal to the two respective levels. The slope jumps by 4.02 eV although the potential is continuous. With levels $\varepsilon_H$ and $\varepsilon_L$ and curvatures $c_-$ and $c_+$ on the two sides, the expansion to second order is

$$I\approx-\varepsilon_H+\frac{c_-}{2},\qquad A\approx-\varepsilon_L-\frac{c_+}{2},$$

$$-\frac{I+A}{2}\approx\frac{\varepsilon_H+\varepsilon_L}{2}-\frac{c_--c_+}{4}.$$

To this order, and if the curvatures are equal, it is the middle of the Kohn-Sham gap, not the occupied level, that lies at $-(I+A)/2$. Unequal curvatures and higher orders move the mean away from mid-gap, and in nitrogen they move it far: the LDA total energies give $-(I+A)/2\approx-7.7$ eV, while mid-gap lies at $-6.4$ eV and the occupied level at $-8.4$ eV. Neither is a reliable estimate here.

**Unequal occupation of the 2p orbitals.** If the 2p down electrons of fluorine are placed in two whole orbitals, the density is not spherical and the occupied and empty levels can separate. The nitrogen formula then applies. In aug-cc-pVTZ the gap is about 1.0 eV in PBE and 0.1 eV in LDA, and PBE gives $I=17.67$ and $A=3.65$ eV in place of the spherical 17.84 and 3.91 eV.

## What to do in practice

Take $I$ and $A$ from total-energy differences. In fluorine with spherical densities both are too large by about 0.8 eV in LDA and 0.6 eV in PBE relative to the reference (0.3 to 0.4 eV in PBE with whole-orbital occupations), whereas minus the level is too small for $I$ by about 7 eV and too large for $A$ by a similar amount.

If one calculation must serve for $I$, put the active shell half an electron below the neutral atom. Since $I=-\int_{Z-1}^{Z}\varepsilon\,dN$, the midpoint rule gives

$$I\approx-\varepsilon(Z-\tfrac12)-\frac{\varepsilon''}{24}.$$

Here $\varepsilon''$ belongs to the midpoint $N=Z-\tfrac12$. The value at $N=Z$, about $-3.9$ eV, gives only its rough size, so dropping the last term costs between 0.1 and 0.2 eV relative to the functional's own $I$.

Use the neutral atom's level as an estimate of $-(I+A)/2$ only after checking that the same spin shell is emptied and filled. Three levels, at $Z-1$, $Z$ and $Z+1$, then give the offset by Simpson's rule. A positive level at $Z+1$ warns that the anion depends on the basis.

A rigid downward shift of the potential can align the level with $-I$. It leaves the orbitals and the level spacings unchanged, so it repairs neither the curvature of $E(N)$ nor the shape of the potential outside the atom.

The full set of values for both functionals is in the numerical output below.

## Computed results

```
Reference: F, frozen-core UCCSD(T), aug-cc-pVTZ
I = 17.26 eV, A = 3.31 eV
-(I+A)/2 = -10.29 eV
(I-A)/2 = 6.98 eV
KS basis: 15 s, 9 p shells, exponent ratio 2.4
smallest exponents: s 0.10, p 0.08 bohr^-2
LDA, F atom
E(8) = -2678.847 eV
E(9) = -2696.906 eV
E(10) = -2701.024 eV
I = 18.06 eV, A = 4.12 eV
-(I+A)/2 = -11.089 eV
eps(8) = -26.190 eV
eps(9) = -10.445 eV
eps(10) = 1.417 eV
slope of E at 9: left -10.442, right -10.442 eV
mean of eps over N = 8..10: -11.089 eV
d eps/dN at 9 = 14.08 eV, I-A = 13.94 eV
-(I+A)/2 - eps(9) = -0.644 eV
Simpson estimate of it = -0.647 eV
eps(9) - reference -(I+A)/2 = -0.16 eV
eps(9) + reference I = 6.82 eV
escape point Nc = 9.855 electrons
A with escape = 4.223 eV
-(I+A)/2 with escape = -11.141 eV
PBE, F atom
E(8) = -2694.147 eV
E(9) = -2711.992 eV
E(10) = -2715.904 eV
I = 17.84 eV, A = 3.91 eV
-(I+A)/2 = -10.878 eV
eps(8) = -25.973 eV
eps(9) = -10.234 eV
eps(10) = 1.627 eV
slope of E at 9: left -10.231, right -10.231 eV
mean of eps over N = 8..10: -10.878 eV
d eps/dN at 9 = 14.07 eV, I-A = 13.93 eV
-(I+A)/2 - eps(9) = -0.644 eV
Simpson estimate of it = -0.646 eV
eps(9) - reference -(I+A)/2 = 0.05 eV
eps(9) + reference I = 7.03 eV
escape point Nc = 9.835 electrons
A with escape = 4.049 eV
-(I+A)/2 with escape = -10.947 eV
LDA, N atom (counterexample)
2p up level = -8.39 eV, left slope = -8.39 eV
2p down level = -4.37 eV, right slope = -4.37 eV
jump of the slope = 4.02 eV
step in N for the slopes = 0.05 electrons
```
